Cyclopentadienyl Hapticity from Coordinates: Slip, Spread and Stability near a Boundary

**A metal sliding toward one carbon**

Take a flat regular ring of five carbons with circumradius R. Put the ring centre at the origin, carbon 0 on the positive X axis, and the others at angles θₖ = 72°k. A metal stands at height h above the plane, displaced by x toward carbon 0. Its squared distance to carbon k is

dₖ² = (x − R cos θₖ)² + (R sin θₖ)² + h²
  = h² + R² + x² − 2Rx cos θₖ.

At x = 0 all five distances are equal. This is the ideal η⁵ geometry. As x grows, carbons 4, 0 and 1 come closer than carbons 2 and 3, which is the pattern associated with η³ coordination. Both the displacement x, called the slip, and the inequality of the distances, called the spread, might serve to tell the two apart.

They carry the same information here. Let φ = (1 + √5)/2, so that φ² = φ + 1 and 1/φ = φ − 1. Then cos 72° = (φ − 1)/2 and cos 144° = −φ/2. The mean cosine over the near three carbons is

(1 + 2 cos 72°)/3 = (1 + φ − 1)/3 = φ/3,

and over the far pair it is −φ/2. Subtract the near mean of d² from the far mean and call the result Q. The terms without a cosine cancel:

Q = −2Rx(−φ/2 − φ/3) = (5/3)φRx.

The centroid of the near three carbons lies at distance a = φR/3 from the ring centre. Hence

Q = 5ax. (1)

The height has dropped out. With root-mean-square distances d_far and d_near for the two groups, the spread in length units is D = d_far − d_near, and

Q = d_far² − d_near² = D(d_far + d_near). (2)

A fixed threshold on D alone would depend on the metal's height. For h much larger than R and x, D ≈ 5ax/(2h), so the same slip gives a smaller spread under a taller metal. Using Q removes this dependence.

Grouped distances also behave better than the largest minus the smallest distance. On the mirror line carbons 2 and 3 are equally far, and the larger of two tied values has no derivative with respect to their separate errors. The group means are smooth there.

**A boundary has to be chosen**

Coordinates change continuously, whereas hapticity is an integer. A rule is therefore a convention; it doesn't measure electron sharing. The rule used here projects the metal onto the ring plane and chooses the nearest template site: the ring centre for η⁵, a centroid of three adjacent carbons for η³, a bond midpoint for η², or a carbon for η¹. An η⁴ template is omitted.

Let **s** be the slip vector in the plane and **a** the vector from the ring centre to one three-carbon centroid, with length a. The metal is nearer to the centre than to that centroid if

|**s**|² < |**s** − **a**|² = |**s**|² − 2**s**·**a** + a².

Cancelling |**s**|² and dividing by 2a gives **s**·**a**/a < a/2. Define x = **s**·**a**/a for a general slip direction and the slip margin

g = x − a/2. (3)

A negative g favours η⁵, and a positive g favours η³. For a regular ring the boundary is x = φR/6. There are five such lines, one for each triple, and they enclose a pentagon whose corners lie at

(φR/6)/cos 36° = (φR/6)/(φ/2) = R/3.

The competing η² sites lie at R cos 36° = φR/2 and their bisectors with the centre at φR/4 ≈ 0.40R; those of the η¹ sites lie at R/2. Both are outside the pentagon, so the η⁵ region is bounded by the η³ sites alone. At a corner two triples tie. A slip just beyond it may be labelled η³ without a stable choice of triple.

On the mirror line the η³ region ends halfway between the three-carbon centroid and the atom, at (φ/3 + 1)R/2 ≈ 0.77R. The error analysis below concerns the η⁵/η³ boundary and says nothing about the firmness of η² or η¹ labels.

**From arbitrary coordinates to a plane**

Real coordinates are rotated, displaced and slightly irregular. Let the carbons be **r**ₖ and seek a plane **n**·**r** = p, with |**n**| = 1, that minimizes

E = Σₖ(**n**·**r**ₖ − p)².

Setting ∂E/∂p = 0 gives p = **n**·**c**, where **c** is the mean carbon position. The plane passes through the centroid. With **ρ**ₖ = **r**ₖ − **c**,

E = Σₖ(**n**·**ρ**ₖ)² = **n**ᵀS**n**, S = Σₖ**ρ**ₖ**ρ**ₖᵀ.

Minimizing with the constraint **n**·**n** = 1 gives S**n** = λ**n**, and then E = λ. The required normal belongs to the smallest eigenvalue. Equivalently, it is the right singular vector with the smallest singular value of the 5 × 3 matrix whose rows are **ρ**ₖ. If the two smallest singular values are nearly equal, the plane is ill determined and the method fails; a recognizable ring is far from that case.

Choose the sign of **n** toward the metal **M**. With **m** = **M** − **c**,

h = **n**·**m**, **s** = **m** − h**n**.

Sorting the projected carbons by azimuth gives their cyclic order, and with it the five adjacent triples. The label follows from the nearest site. The slip margin is the largest of the five values of equation (3).

For the spread, let **A** and **B** be the three-dimensional means of **ρ**ₖ over the near triple and the far pair. Expanding dₖ² = |**m** − **ρ**ₖ|² gives

Q = Δ − 2**m**·(**B** − **A**),

where Δ is the mean of |**ρ**ₖ|² over the far pair minus that over the near three. Centred vectors sum to zero, so 3**A** + 2**B** = 0, **B** = −3**A**/2 and **B** − **A** = −5**A**/2. Therefore

Q = 5**m**·**A** + Δ.

Split **A** into its in-plane part **a** and its component A_n along the normal. Since **m** = **s** + h**n**, the slip inferred from the distances is

x_Q = Q/(5a) = x + hA_n/a + Δ/(5a). (4)

The last two terms vanish for a flat regular ring, for any height and slip direction. In general they show how puckering and unequal radii separate the two descriptors. The spread margin is g_Q = x_Q − a/2, again the largest over five triples.

**Error of the slip margin**

Suppose first that each carbon coordinate has independent error σ_C, each metal coordinate has independent error σ_M, and the undisturbed ring is flat and regular with slip directly toward one carbon. Let **u** = **a**/a. To first order four errors enter g.

A metal displacement along **u** changes x by the same amount and contributes σ_M². The centroid is a mean of five positions; its error is subtracted from x and contributes σ_C²/5.

The third error is plane tilt. Let ζₖ be the out-of-plane carbon errors. The slope α of the fitted plane along X is, to first order, the regression slope

α = Σₖζₖ R cos θₖ / Σₖ(R cos θₖ)².

Because Σₖcos²θₖ = 5/2,

α = [2/(5R)] Σₖζₖ cos θₖ,
var α = [4/(25R²)](5/2)σ_C² = 2σ_C²/(5R²).

If the plane rises along X with slope α, the in-plane axis becomes (1, 0, α) to first order. A metal at (x, 0, h) then has slip x + αh. The contribution is h² var α.

The fourth error is that of the boundary a/2. In a, which is the near mean minus the total mean, each near carbon has coefficient 1/3 − 1/5 = 2/15 and each far carbon −1/5. Thus

var a = [3(2/15)² + 2(1/5)²]σ_C² = (2/15)σ_C²,

and a/2 contributes σ_C²/30. Its covariance with the centroid is proportional to 3(2/15) − 2(1/5) = 0. Rotation of **u** changes x only at second order, because **s** is parallel to **u**. The sum is

σ_g² = σ_M² + σ_C²[7/30 + 2h²/(5R²)]. (5)

The tilt term exceeds the other carbon terms when h/R > √(7/12) ≈ 0.76. The slip is an in-plane length, yet for a taller metal its error comes mainly from out-of-plane carbon errors, with the height as lever arm.

For the spread, and for irregular rings, derivatives of the margins can be taken numerically. Each of the 18 coordinates q is moved by ±10⁻³ pm, and

σ_g² = Σ_q σ_q²(∂g/∂q)².

If the errors are correlated, this sum must be replaced by JCJᵀ, with J the row of derivatives and C the covariance matrix. The derivative doesn't exist where triples tie for the largest margin: all five at zero slip, and two when the slip points directly away from a carbon.

In the limit of large h the relative precision of the two descriptors can be derived. An out-of-plane error changes dₖ² by −2hζₖ. The weights in Q are −1/3 for three carbons and 1/2 for two, whose squares sum to 5/6. The variance of x_Q is then

4h²(5/6)σ_C²/(25a²) = 6h²σ_C²/(5φ²R²) ≈ 0.458h²σ_C²/R²,

compared with 0.400h²σ_C²/R² for the slip. The spread weights all carbons within a group equally, whereas the regression weights them by their position along **u**. In this limit the spread error is about 7% larger.

**When to call an assignment firm**

An assignment near this boundary is called firm here if g and g_Q have the same sign and each is at least twice its own standard error. Otherwise it is borderline. The factor two is a choice.

If the given coordinates are taken as true and a new determination has Gaussian errors, the probability that it lands across one nearby boundary is

P = ½ erfc[|g|/(√2 σ_g)]. (6)

This is a repeatability estimate. It isn't the probability that a chemical bond is η³ or η⁵. It also assumes that σ_g is small compared with the distance to the pentagon's corners, where two boundaries meet.

**A ring in the regime of nickelocene**

Take a C–C distance of 142 pm and a metal height of 182 pm, rough values for nickelocene. The errors are set to σ_C = 1.0 pm and σ_M = 0.2 pm. The ring radius is

R = 142/(2 sin 36°) = 120.79 pm,

so a = 65.15 pm and the boundary is at 32.57 pm.

For a slip of 30 pm toward carbon 0,

d₀² = 182² + 120.79² + 30² − 2(120.79)(30) ≈ 41367 pm²,

and d₀ = 203.39 pm. The other distances are 215.35 pm twice and 233.41 pm twice. The near three have an rms distance of 211.44 pm, so D = 233.41 − 211.44 = 21.97 pm. From Q = 9772.3 pm²,

x_Q = 9772.3/(5 × 65.15) = 30.00 pm,

which recovers the slip from distances alone. Both margins are 30.00 − 32.57 = −2.57 pm.

Equation (5) gives

σ_g² = 0.04 + 0.233 + 0.908 = 1.18 pm²,

or σ_g = 1.09 pm. Plane tilt alone supplies 0.95 pm. The spread margin has a larger error, 1.23 pm. The label is η⁵ and firm, since 2.57 exceeds 2 × 1.23 = 2.46, though by little. The crossing probability from the slip margin is 0.009.

At 32 pm the margin is −0.57 pm and P = 0.30; at 33 pm it is +0.43 pm and P = 0.35. One picometre of slip has changed the label, but neither label is firm. At 35 pm the slip margin of 2.43 pm passes its own test, while the spread margin, also 2.43 pm, just misses 2.46 pm. The result is η³, borderline. At 45 pm the margin is 12.43 pm and the η³ label is firm against these errors.

The linear error law was tested by drawing 4000 disturbed structures at each of three slips and repeating the whole assignment, including the plane fit. At 31, 32 and 33 pm the predicted crossing fractions were 0.074, 0.299 and 0.348; the sampled ones were 0.067, 0.297 and 0.338. The differences are within 1.7 times the binomial sampling error.

**A folded ring can look slipped**

Now let the far pair turn by a small angle θ about the line through carbons 1 and 4, away from the metal. The distance from this hinge to the far pair is

L = R(cos 72° + cos 36°) = R[(φ − 1)/2 + φ/2] = √5R/2.

Both far carbons sink by Lθ, so ζ₂ = ζ₃ = −Lθ. Inserting these into the regression slope, with cos θ₂ = cos θ₃ = −φ/2, gives

α = [2/(5R)] × 2(−Lθ)(−φ/2) = 2φLθ/(5R) = φθ/√5.

The fitted plane rises toward carbon 0, and the slip grows by

δx = hφθ/√5 ≈ 0.724hθ. (7)

Meanwhile both far squared distances grow by 2hLθ. Changes in a are of second order in θ, so

δx_Q = 2hLθ/(5a) = √5hRθ/(5φR/3) = 3hθ/(√5φ) ≈ 0.829hθ. (8)

The difference between (8) and (7) is

(3/φ − φ)hθ/√5 = (2φ − 3)hθ/√5 = (1 − 2/√5)hθ ≈ 0.106hθ.

Slip and spread thus respond to a fold in nearly the same way. Their agreement is weak evidence for a flat ring. A fold toward the metal reverses the signs at first order.

At h = 182 pm the slopes are 2.30 pm per degree for slip and 2.63 pm per degree for spread. A 5° fold applied at a slip of 30 pm, with metal and near carbons held fixed, moves the two margins by 11.54 and 13.22 pm, about ten times their coordinate errors. If the normal is also held fixed, the slip changes by only −0.21 pm, from the displacement of the centroid. This identifies plane tilt as the source of the large shift in the slip margin; the spread margin shifts because the far distances themselves grow.

The same fold changes the label of a ring with a nominal slip of 25 pm. Flat, it is firmly η⁵, with margin −7.57 pm. Folded, its fitted slip is 36.53 pm and its margins are 3.98 and 5.66 pm: firmly η³. Small coordinate error does not settle which plane should define the slip.

One alternative is the plane of the near three carbons, which this fold leaves unchanged. Its slope along X is [ζ₀ − (ζ₁ + ζ₄)/2]/[R(1 − cos 72°)], with variance

1.5σ_C²/(0.691R)² ≈ 3.14σ_C²/R².

Multiplying the standard error by h gives 2.7 pm, against 0.95 pm for the five-carbon plane. Insensitivity to this fold is bought with a larger random error. It also discards information when the fold is what removes the far pair from the metal, as in strongly folded η³ rings. Take a metal 228 pm from carbon 0 and 240 pm from carbons 1 and 4, with a 20° fold that puts the far pair at 294 pm. The three-carbon plane gives a margin of −0.6 pm and the label η⁵. The five-carbon plane gives η³ with a slip of 87 pm, and at 23° it gives η¹. The flat templates are not reliable for folds of this size. A reported slip should therefore name its plane, and a fold angle should accompany it.

**Unequal bonds, motion and the real molecule**

Shorten the far C–C bond by 4 pm, moving carbons 2 and 3 toward each other by 2 pm each. The motion is perpendicular to the mirror line and leaves x and a unchanged. Their Y coordinates change from ±71.00 to ±69.00 pm, so Δ = 69.00² − 71.00² = −280 pm². Equation (4) gives a spread shift of −280/(5 × 65.15) = −0.86 pm. Here the descriptors do separate.

Libration about the ring normal makes averaged carbon positions contract toward the centre. For Gaussian angles with rms value ω_L in radians, the mean cosine is exp(−ω_L²/2), which multiplies R. An rms angle of 8° shifts both margins by 0.32 pm at fixed metal slip, because the boundary contracts.

Averaging over different slipped positions is more serious. Let a ring of fixed orientation spend equal time in five positions, each with a slip of 45 pm toward a different carbon. The five displacement vectors sum to zero, so the mean coordinates have zero slip and are labelled η⁵, although each position is η³. No margin computed from the mean coordinates can recover this. The positional variance gives a warning: the rms displacement along any in-plane axis is 45/√2 ≈ 32 pm, because cos² averages to 1/2. It doesn't prove that there are five slipped sites, since one broad distribution about the centre can have the same variance.

Ordinary vibration also matters when single snapshots are assigned. For a harmonic slip coordinate with force constant K and reduced mass μ, Ω = √(K/μ). Level n has mean square displacement (n + ½)ħ/(μΩ), and the thermal mean of n is 1/[exp(ħΩ/k_BT) − 1]. Therefore

⟨x²⟩ = [ħ/(2μΩ)] coth[ħΩ/(2k_BT)].

At high temperature this tends to k_BT/K. Assume K = 50 N/m, and let one C₅H₅ ring of 65.1 u move against nickel and the other ring, 123.8 u together. With only overall translation removed, μ ≈ 42.7 u, and the rms slip component is 6.0 pm at 100 K and 10.0 pm at 350 K. In a free molecule this sideways motion also carries angular momentum; removing it (rigid rings, C–H 108 pm) lowers the effective mass to about 17 u and gives 6.9 and 10.2 pm. For a mean slip of 25 pm at 350 K, 22% of snapshots lie past the nearest boundary at 32.57 pm, and about 23% leave the η⁵ pentagon if the vibration is isotropic in the plane, although the label of the mean structure is firm.

Nickelocene is used as a nickel precursor for vapour deposition, and its mean structure has two η⁵ rings. The slipped series above is a geometrical path through its rough dimensions, not a set of observed or computed intermediates. Its η³ labels are those of the template: at a slip of 45 pm the flat ring's far pair is only 27 pm farther from the metal than carbons 1 and 4, about half the difference in the ring folded by 20°. The force constant is an assumed round value, so the thermal numbers indicate scale only; in the high-temperature limit, halving K raises the amplitude by a factor √2. With this force constant the static-ring assumption fails for snapshots of a warm molecule: an amplitude of about 10 pm is nine times the coordinate error of the slip margin.

The convention has its own uncertainty. Moving the η³ template site outward by 10% of its distance from the centre moves the boundary outward by 3.3 pm, three times σ_g. A structure with a slip of 35 pm would then change its label although no atom had moved. Near the boundary the slip, its error, the fold and the chosen template say more than the integer alone. The values for the whole series are in the numerical output below.

Table of computed values

```
C-C distance 142.0 pm; metal height 182.0 pm
Errors: carbon 1.0 pm, metal 0.2 pm
Ring radius R = 120.79 pm
Carbon 0: x = 120.79, y = 0.00 pm
Carbon 1: x = 37.33, y = 114.88 pm
Carbon 2: x = -97.72, y = 71.00 pm
Three-carbon centroid |a| = 65.15 pm
Eta-5/eta-3 boundary = 32.57 pm
Slip 30 pm, M-C distances (pm): 203.39 215.35 215.35 233.41 233.41
  rms near three 211.44, rms far pair 233.41 pm
  Q = 9772.3 pm^2
Slip-margin error 1.087 pm
  part from plane tilt 0.953 pm
Columns: slip, fold(deg), fitted slip, D, slip margin, its error,
  spread margin, its error (pm), flip probability, label, status
 10  0  10.00   7.42  -22.57  1.09  -22.57  1.23 0.0000 eta-5 firm
 25  0  25.00  18.38   -7.57  1.09   -7.57  1.23 0.0000 eta-5 firm
 30  0  30.00  21.97   -2.57  1.09   -2.57  1.23 0.0089 eta-5 firm
 32  0  32.00  23.39   -0.57  1.09   -0.57  1.23 0.2986 eta-5 borderline
 33  0  33.00  24.10    0.43  1.09    0.43  1.23 0.3477 eta-3 borderline
 35  0  35.00  25.51    2.43  1.09    2.43  1.23 0.0128 eta-3 borderline
 45  0  45.00  32.47   12.43  1.09   12.43  1.23 0.0000 eta-3 firm
 65  0  65.00  45.76   32.43  1.09   32.43  1.23 0.0000 eta-3 firm
 25  5  36.53  27.51    3.98  1.10    5.66  1.24 0.0001 eta-3 firm
Flip probability, formula and 4000 samples:
  slip 31 pm: 0.0737, 0.0670
  slip 32 pm: 0.2986, 0.2968
  slip 33 pm: 0.3477, 0.3377
Fold slope: slip 2.299, spread 2.634 pm/deg
Neglected effects at slip 30 pm: slip, spread margin shifts (pm)
  fold 5 deg: 11.54, 13.22
  same fold, normal held fixed: slip shift -0.21 pm
  far C-C shorter by 4 pm: -0.00, -0.86
  libration 8 deg rms: 0.32, 0.32
Five-position average of true slip 45 pm:
  apparent slip 0.00 pm, label eta-5
Assumed slip force constant 50 N/m
Masses: ring 65.1 u, nickel 58.7 u
Thermal rms slip component at 100 K: 6.04 pm
Thermal rms slip component at 350 K: 9.97 pm
Mean slip 25 pm, 350 K: snapshot past boundary 0.224
10% change of template site moves boundary 3.26 pm
```
